# Diagonal Roughness Element of a Film with Finite Step Barriers: test program

```python
"""
Result under test: for a film of width d between two equal potential steps V0,
the energy E_n of subband n falls, per unit outward displacement of one wall, by
    F_n = V0 |psi_n(d)|^2 = 2 E_n / (d + 2/kappa_n),
    kappa_n = sqrt(2 m (V0 - E_n)) / hbar  (decay constant outside).
E_n is the transverse energy from the well bottom; one mass m holds everywhere.
Independent road: diagonalization in a sine basis of a large enclosing box.
Units: nm and eV. The parameters are rough values typical of aluminium.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq

HB2_2M = const.hbar**2 / (2 * const.m_e * const.e) * 1e18   # eV nm^2

width = 4.0           # nm
fermi = 12.0          # eV above well bottom
work = 4.0            # eV
step = fermi + work   # eV
rough = 0.2           # nm, wall displacement
temperature = 400.0   # K
softness = 0.05       # nm, Fermi-function width of a softened wall
mass_ratio = 1.1      # in-film mass over free mass, for the neglected-effect test
oxide_step = 15.0     # eV above well bottom, on one face
lattice_u = 0.25      # eV, Fourier component of the lattice potential
layers = 17           # atomic layers in the film
field = 0.1           # V/nm, equal to 1 MV/cm

margin = 1.0
box = width + 2 * margin
n_basis = 400
index = np.arange(1, n_basis + 1)
gauss_x, gauss_w = np.polynomial.legendre.leggauss(1100)
small_x, small_w = np.polynomial.legendre.leggauss(40)


def diagonalize(right=width, v_left=step, v_right=step, soft=0.0, u=0.0):
    """Levels and vectors in the sine basis; left wall at z=0."""
    orders = np.arange(2 * n_basis + 1)
    coef = np.zeros(2 * n_basis + 1)
    spacing = width / layers
    regions = ((-margin, 0.0, v_left), (0.0, right, 0.0),
               (right, width + margin, v_right))
    for number, (a, b, level) in enumerate(regions):
        z = (a + b) / 2 + (b - a) / 2 * gauss_x
        w = (b - a) / 2 * gauss_w
        if soft > 0:
            v = (v_left / (1 + np.exp(z / soft))
                 + v_right / (1 + np.exp((right - z) / soft)))
        else:
            v = np.full_like(z, level)
        if number == 1:
            v = v + 2 * u * np.cos(2 * np.pi / spacing * (z - spacing / 2))
        phase = np.outer(orders, np.pi * (z + margin) / box)
        coef += np.cos(phase) @ (v * w) / box
    i, j = np.meshgrid(index, index, indexing="ij")
    ham = coef[np.abs(i - j)] - coef[i + j]
    ham[np.diag_indices(n_basis)] += HB2_2M * (index * np.pi / box)**2
    return eigh(ham)


def wave(vectors, z):
    z = np.atleast_1d(z)
    return np.sqrt(2 / box) * np.sin(
        np.outer(np.pi * (z + margin) / box, index)) @ vectors


def wave_slope(vectors, z):
    q = np.pi * index / box
    return np.sqrt(2 / box) * (np.cos(np.outer(
        np.atleast_1d(z) + margin, q)) * q) @ vectors


def wall_force(**options):
    """Minus dE/dd for all levels, by central difference of wall position."""
    delta = 0.01
    upper = diagonalize(right=width + delta, **options)[0]
    lower = diagonalize(right=width - delta, **options)[0]
    return (lower - upper) / (2 * delta)


def matched_energy(n, d=width, v0=step, ratio=1.0):
    """Energy from wave matching; ratio is inside mass over outside mass."""
    def mismatch(e):
        k = np.sqrt(ratio * e / HB2_2M)
        kap = np.sqrt((v0 - e) / HB2_2M)
        return k * d + 2 * np.arctan(k / (ratio * kap)) - n * np.pi
    return brentq(mismatch, 1e-12, v0 * (1 - 1e-12), xtol=1e-13, rtol=1e-14)


def decay(e, v0=step):
    return np.sqrt((v0 - e) / HB2_2M)


def formula(e):
    return 2 * e / (width + 2 / decay(e))


# Matching condition against diagonalization, for every bound subband
n_bound = int(np.sqrt(step / HB2_2M) * width / np.pi) + 1
matched = np.array([matched_energy(n) for n in range(1, n_bound + 1)])
top = int(np.sum(matched < fermi))
energies, vectors = diagonalize()
occ_e, occ_v = energies[:top], vectors[:, :top]
assert np.allclose(occ_e, matched[:top], rtol=1e-4, atol=1e-6)

# Wall density and energy derivative against the closed formula
force_formula = formula(matched[:top])
force_density = step * wave(occ_v, width)[0]**2
force_difference = wall_force()[:top]
err_density = np.max(np.abs(force_density / force_formula - 1))
err_difference = np.max(np.abs(force_difference / force_formula - 1))
assert err_density < 1e-3
assert err_difference < 1e-3

# Inside amplitude and probability outside
e_top = matched[top - 1]
k_top = np.sqrt(e_top / HB2_2M)
kap_top = decay(e_top)
f_top = force_formula[-1]
v_top = occ_v[:, -1:]
amp2 = (wave(v_top, width / 2)[0, 0]**2
        + (wave_slope(v_top, width / 2)[0, 0] / k_top)**2)
assert abs(amp2 * (width + 2 / kap_top) / 2 - 1) < 1e-3
z_in = width / 2 * (1 + gauss_x)
p_out = 1 - np.sum(width / 2 * gauss_w * wave(v_top, z_in)[:, 0]**2)
assert abs(p_out / (f_top / (step * kap_top)) - 1) < 5e-3


def strip_integral(h):
    """Signed integral of |psi|^2 from the wall to wall+h."""
    z = width + h / 2 * (1 + small_x)
    return h / 2 * np.sum(small_w * wave(v_top, z)[:, 0]**2)


# Corrugated wall: Fourier element of the actual potential change
height = 1e-3
angles = 2 * np.pi * np.arange(32) / 32
element = np.mean([np.exp(-1j * a) * -step * strip_integral(height * np.cos(a))
                   for a in angles])
assert abs(element / (-f_top * height / 2) - 1) < 1e-3

# Unequal steps: equal wall forces, and a sum of the two decay lengths
high_step = 40.0
e_un, v_un = diagonalize(v_left=high_step)
e_u, vec_u = e_un[top - 1], v_un[:, top - 1:top]
f_right = step * wave(vec_u, width)[0, 0]**2
f_left = high_step * wave(vec_u, 0.0)[0, 0]**2
f_unequal = 2 * e_u / (width + 1 / decay(e_u, high_step) + 1 / decay(e_u))
assert abs(f_left / f_right - 1) < 2e-3
assert abs(f_right / f_unequal - 1) < 1e-3
assert abs(f_right / formula(e_u) - 1) > 5e-3

# Very high steps approach the hard-wall law
dd = 1e-3
f_high = (matched_energy(top, width - dd, 1e6)
          - matched_energy(top, width + dd, 1e6)) / (2 * dd)
f_hard = 2 * HB2_2M * (np.pi * top)**2 / width**3
assert abs(f_high / f_hard - 1) < 1e-3

# Finite displacement: level shift versus first-order element of full change
shift_out = (e_top - matched_energy(top, width + rough)) / rough
shift_in = (matched_energy(top, width - rough) - e_top) / rough
born_out = step * strip_integral(rough) / rough
born_in = step * strip_integral(-rough) / (-rough)
born_law = f_top * (1 - np.exp(-2 * kap_top * rough)) / (2 * kap_top * rough)
assert abs(born_out / born_law - 1) < 5e-3
assert abs(shift_out / f_top - 1) < 0.15 and abs(shift_in / f_top - 1) < 0.15
assert born_out < 0.5 * f_top

# Size of neglected effects, as changes of the wall force at fixed subband
def percent(value, reference=f_top):
    return 100 * (value / reference - 1)

f_soft = wall_force(soft=softness)[top - 1]
f_mass = (matched_energy(top, width - dd, ratio=mass_ratio)
          - matched_energy(top, width + dd, ratio=mass_ratio)) / (2 * dd)
f_oxide = wall_force(v_left=oxide_step)[top - 1]
lattice_change = percent(wall_force(u=lattice_u)[:top], force_formula)
worst = int(np.argmax(np.abs(lattice_change)))
thermal = const.k * temperature / const.e
sheet = np.sum(fermi - matched[:top]) / (2 * np.pi * HB2_2M)
bulk = (fermi / HB2_2M)**1.5 / (3 * np.pi**2)
spacing_top = matched[top] - e_top

print(f"hbar^2/(2m) = {HB2_2M:.6f} eV nm^2")
print(f"Film width d = {width:.2f} nm; step V0 = {step:.2f} eV")
print(f"Fermi energy = {fermi:.2f} eV; work function = {work:.2f} eV")
print(f"Bound subbands = {n_bound}; occupied subbands = {top}")
print("n, E_n (eV), kappa_n (1/nm), then F_n (eV/nm) by three roads:")
print("closed formula, wall density, energy difference")
for n in (1, 8, 16, top):
    a = n - 1
    print(f"{n:2d} {matched[a]:9.5f} {decay(matched[a]):8.4f} "
          f"{force_formula[a]:9.5f} {force_density[a]:9.5f} "
          f"{force_difference[a]:9.5f}")
print(f"Largest relative error, wall density: {err_density:.1e}")
print(f"Largest relative error, energy difference: {err_difference:.1e}")
print(f"Top subband: k = {k_top:.4f} 1/nm")
print(f"Top subband: 2/kappa = {2/kap_top:.4f} nm")
print(f"Top subband: d+2/kappa = {width+2/kap_top:.4f} nm")
print(f"Top subband: inside amplitude squared = {amp2:.5f} 1/nm")
print(f"Top subband: wall density = {force_density[-1]/step:.5f} 1/nm")
print(f"Top subband: probability outside = {100*p_out:.3f} %")
print(f"2E/d at the same energy = {2*e_top/width:.4f} eV/nm")
print(f"Hard-wall force at the same n = {f_hard:.4f} eV/nm")
print(f"Unequal-step test: left step = {high_step:.1f} eV")
print(f"  wall density, right and left: {f_right:.4f}, {f_left:.4f} eV/nm")
print(f"  two-decay-length formula: {f_unequal:.4f} eV/nm")
print(f"  equal-step formula misapplied: {formula(e_u):.4f} eV/nm")
print(f"Wall displacement h = {rough:.2f} nm; kappa*h = {kap_top*rough:.3f}")
print(f"Linear energy F*h = {f_top*rough:.4f} eV")
print(f"Spacing to next subband = {spacing_top:.4f} eV")
print(f"Level shift/h, outward and inward: {shift_out:.4f}, "
      f"{shift_in:.4f} eV/nm")
print(f"First-order element/h, outward and inward: {born_out:.4f}, "
      f"{born_in:.4f} eV/nm")
print("Neglected effects, change of top-subband F:")
print(f"  soft wall, width parameter {softness:.2f} nm: "
      f"{percent(f_soft):+.2f} %")
print(f"  in-film mass ratio {mass_ratio:.2f}: {percent(f_mass):+.2f} %")
print(f"  one face with step {oxide_step:.1f} eV: {percent(f_oxide):+.2f} %")
print(f"  lattice component {lattice_u:.2f} eV, {layers} layers: "
      f"{lattice_change[-1]:+.2f} %")
print(f"  largest lattice change, any occupied n: "
      f"{lattice_change[worst]:+.1f} % at n = {worst+1}")
print(f"  energy raised by kT: {percent(formula(e_top+thermal)):+.2f} %")
print(f"kT at {temperature:.0f} K = {thermal:.4f} eV")
print(f"Outside field {field*10:.1f} MV/cm: drop over 1/kappa = "
      f"{field/kap_top:.4f} eV")
print(f"Neutral ion-background thickness = {sheet/bulk:.4f} nm")
print("PASS")
```

It prints:

```
hbar^2/(2m) = 0.038100 eV nm^2
Film width d = 4.00 nm; step V0 = 16.00 eV
Fermi energy = 12.00 eV; work function = 4.00 eV
Bound subbands = 27; occupied subbands = 23
n, E_n (eV), kappa_n (1/nm), then F_n (eV/nm) by three roads:
closed formula, wall density, energy difference
 1   0.02240  20.4783   0.01093   0.01093   0.01093
 8   1.43226  19.5540   0.69828   0.69827   0.69829
16   5.71374  16.4311   2.77250   2.77249   2.77255
23  11.73487  10.5805   5.60267   5.60275   5.60278
Largest relative error, wall density: 1.4e-05
Largest relative error, energy difference: 2.3e-05
Top subband: k = 17.5500 1/nm
Top subband: 2/kappa = 0.1890 nm
Top subband: d+2/kappa = 4.1890 nm
Top subband: inside amplitude squared = 0.47743 1/nm
Top subband: wall density = 0.35017 1/nm
Top subband: probability outside = 3.310 %
2E/d at the same energy = 5.8674 eV/nm
Hard-wall force at the same n = 6.2162 eV/nm
Unequal-step test: left step = 40.0 eV
  wall density, right and left: 5.7504, 5.7503 eV/nm
  two-decay-length formula: 5.7503 eV/nm
  equal-step formula misapplied: 5.6688 eV/nm
Wall displacement h = 0.20 nm; kappa*h = 2.116
Linear energy F*h = 1.1205 eV
Spacing to next subband = 1.0212 eV
Level shift/h, outward and inward: 5.2377, 6.0072 eV/nm
First-order element/h, outward and inward: 1.3048, 4.1147 eV/nm
Neglected effects, change of top-subband F:
  soft wall, width parameter 0.05 nm: -5.26 %
  in-film mass ratio 1.10: -8.08 %
  one face with step 15.0 eV: -0.46 %
  lattice component 0.25 eV, 17 layers: +0.78 %
  largest lattice change, any occupied n: +51.0 % at n = 17
  energy raised by kT: +0.28 %
kT at 400 K = 0.0345 eV
Outside field 1.0 MV/cm: drop over 1/kappa = 0.0095 eV
Neutral ion-background thickness = 3.9754 nm
PASS
```
